# Square-root density-of-states anomaly at a Fermi-surface neck

## A loss that shrinks slowly

Consider a model conductor whose Fermi surface has four necks. Its round parameters lie in the rough regime of copper. When the energy lies 0.10 eV below the value at which the necks open, the density of states is lower, by 5.8 % of the free-electron value, than a smooth continuation from above would give. At 0.01 eV below, ten times closer, the loss is still 1.85 %. It has fallen by a factor of $\sqrt{10}$, not 10. These are leading-order values; the full model band gives 5.9 % at 0.10 eV and a factor of 3.2. Above the opening energy there is no such loss.

Both features, the square root and its one-sidedness, follow from the shape of the constant-energy surface near a saddle point.

## Assumptions and conventions

Let $E(\mathbf k)$ be a non-degenerate band, analytic near the energies considered, with a critical point at energy $E_c$. Write $\varepsilon=E-E_c$. "Non-degenerate" refers to the orbital band; both spins are counted. Hartree atomic units are used until the example, and the density of states per unit volume is

$$g(E)=\frac{2}{(2\pi)^3}\int d^3k\,\delta\big(E-E(\mathbf k)\big).$$

At the critical point the gradient vanishes and the three principal curvatures are non-zero. Take two positive and one negative. With wavevectors measured from the critical point,

$$\varepsilon=\frac{k_1^2}{2m_1}+\frac{k_2^2}{2m_2}-\frac{k_z^2}{2m_z},$$

where all three masses are positive numbers and the minus sign is written out.

No other critical point may have the energy $E_c$, apart from symmetry copies, whose contributions add. A point on a zone face and its translate by a reciprocal vector are the same state and count once.

The transverse masses can be made equal. Put $k_i=\sqrt{m_i/m_\perp}\,q_i$ for $i=1,2$, with $m_\perp=\sqrt{m_1m_2}$. Then $k_i^2/2m_i=q_i^2/2m_\perp$, and $dk_1dk_2=(\sqrt{m_1m_2}/m_\perp)\,dq_1dq_2=dq_1dq_2$. No factor is lost, so with $k_\perp^2=q_1^2+q_2^2$,

$$\varepsilon=\frac{k_\perp^2}{2m_\perp}-\frac{k_z^2}{2m_z}.$$

## The surface on the two sides

Solve for the transverse radius:

$$k_\perp^2=2m_\perp\left(\varepsilon+\frac{k_z^2}{2m_z}\right).$$

For $\varepsilon>0$ the right side is positive at every $k_z$. The surface is a single sheet, narrowest at $k_z=0$, where the neck radius is $\sqrt{2m_\perp\varepsilon}$.

For $\varepsilon<0$ there is a solution only if $|k_z|\ge\kappa_0$, with

$$\kappa_0=\sqrt{2m_z|\varepsilon|}.$$

The surface then has two sheets separated by a gap of length $2\kappa_0$. This is the disconnected side. These statements concern the neighbourhood of the saddle; the sheets may be joined elsewhere in the zone.

## The square root in the quadratic model

Cut the axis at $|k_z|=K$, with $K$ fixed and larger than $\kappa_0$. Let $s=k_\perp^2/2m_\perp$. An area element, integrated over angle, is

$$d^2k_\perp=2\pi k_\perp\,dk_\perp=2\pi m_\perp\,ds .$$

The density of states of this region is therefore

$$g=\frac{2}{(2\pi)^3}\,2\pi m_\perp\int_{-K}^{K}dk_z\int_0^\infty ds\;\delta\!\left(\varepsilon-s+\frac{k_z^2}{2m_z}\right).$$

The inner integral is 1 if $\varepsilon+k_z^2/2m_z>0$ and 0 if it is negative. The prefactor is $4\pi m_\perp/8\pi^3=m_\perp/2\pi^2$. Hence

$$g=\frac{m_\perp}{2\pi^2}\,L(\varepsilon),$$

where $L$ is the length of the $k_z$ axis on which the surface exists. Each slice of the surface contributes equally, whatever its radius, because a two-dimensional parabolic band has a constant density of states.

On the connected side every slice is present: $L=2K$, a constant. On the disconnected side the gap is missing: $L=2K-2\kappa_0$. The change is

$$-\frac{m_\perp}{2\pi^2}\,2\sqrt{2m_z|\varepsilon|}=-A\sqrt{|\varepsilon|},\qquad
A=\frac{\sqrt2\,m_\perp\sqrt{m_z}}{\pi^2}=\frac{\sqrt{2m_1m_2m_3}}{\pi^2},$$

with $m_3=m_z$. Near the saddle,

$$g(E)=R(\varepsilon)-A\sqrt{|\varepsilon|}\;\theta(-\varepsilon),$$

where $R$ is constant in this model.

The density of states is continuous at $E_c$, but its slope is not. For $\varepsilon<0$,

$$\frac{dg}{dE}=R'(\varepsilon)+\frac{A}{2\sqrt{|\varepsilon|}},$$

which tends to $+\infty$ as the saddle is approached from below. From above the slope stays finite.

The coefficient has a simple comparison. For a band minimum with the same mass magnitudes, $\varepsilon=k_\perp^2/2m_\perp+k_z^2/2m_z$, slices exist for $|k_z|<\sqrt{2m_z\varepsilon}$. The same formula gives $g=(m_\perp/2\pi^2)\,2\sqrt{2m_z\varepsilon}=A\sqrt{\varepsilon}$. What the disconnected surface lacks at depth $|\varepsilon|$ equals what such a band would hold at height $|\varepsilon|$.

## Why higher terms do not spoil the result

A real band has cubic, quartic and further terms. They must not create a root on the connected side.

Near a critical point with non-zero curvatures there are analytic coordinates $u_1,u_2,w$ in which the energy is purely quadratic (the Morse lemma):

$$\varepsilon=u_1^2+u_2^2-w^2 .$$

The higher terms now sit in the Jacobian $D=|\partial\mathbf k/\partial(u_1,u_2,w)|$, which is analytic. At the saddle $k_i=\sqrt{2m_i}\,u_i$ to first order, so $D(0)=\sqrt{8m_1m_2m_3}$.

Let $s=u_1^2+u_2^2$. Averaging $D$ over the angle in the $(u_1,u_2)$ plane removes odd powers and leaves a power series in $s$. Averaging over $w$ and $-w$ leaves even powers of $w$. Call the result $J(s,w^2)$. It is defined for small negative $s$ as well, because it is a power series.

Take a small region $|w|<W$, $s<S$, with $W^2<S/2$ and $|\varepsilon|<W^2$. The surface has $s=\varepsilon+w^2<S$, so it leaves the region only through the caps $w=\pm W$. Since $du_1du_2$ integrates over angle to $\pi\,ds$,

$$g_{\rm loc}=\frac{2\pi}{(2\pi)^3}\int_{-W}^{W}dw\,J(\varepsilon+w^2,w^2)\,\theta(\varepsilon+w^2),$$

and the prefactor is $1/4\pi^2$.

For $\varepsilon>0$ the step function is 1 throughout. The integral then has fixed limits and an integrand analytic in $\varepsilon$, so it is analytic, and its continuation to small negative $\varepsilon$ is the same integral without the step function.

For $\varepsilon<0$ the true integral differs from that continuation by the interval $|w|<\sqrt{|\varepsilon|}$. Put $w=\sqrt{|\varepsilon|}\,x$. Then $\varepsilon+w^2=-|\varepsilon|(1-x^2)$, and the part to be subtracted is

$$\frac{\sqrt{|\varepsilon|}}{4\pi^2}\int_{-1}^{1}dx\;J\big(-|\varepsilon|(1-x^2),\,|\varepsilon|x^2\big).$$

The integral is analytic in $|\varepsilon|$ and starts at $2J(0,0)=2\sqrt{8m_1m_2m_3}$. The leading coefficient is $2\sqrt{8m_1m_2m_3}/4\pi^2=\sqrt{2m_1m_2m_3}/\pi^2=A$, as before.

Outside the small region the energy gradient is non-zero on the surface. The surface, and its edge at the caps, therefore move analytically with energy, and so does their contribution. Altogether

$$g(E)=R(\varepsilon)-A\sqrt{|\varepsilon|}\,\big[1+O(\varepsilon)\big]\,\theta(-\varepsilon),$$

with $R$ analytic. This is the precise meaning of "singular only on the disconnected side": the function on the connected side continues smoothly through $E_c$, and the true density of states leaves that continuation when the neck breaks.

The argument fails if a curvature vanishes. If $m_z\to\infty$, $A$ grows without limit and the range of the root law shrinks. In the extreme case of no dispersion along an axis of length $G$, all slices appear at the same energy, and the root is replaced by a step of height $m_\perp G/2\pi^2$.

## Two negative masses

Reverse the sign of the energy:

$$\varepsilon=\frac{k_z^2}{2m_z}-\frac{k_\perp^2}{2m_\perp}.$$

This is the previous problem with $\varepsilon\to-\varepsilon$, and a density of states is unchanged by that reflection apart from its argument. Thus

$$g(E)=R(\varepsilon)-A\sqrt{\varepsilon}\,[1+O(\varepsilon)]\,\theta(\varepsilon).$$

The surface now has two sheets for $\varepsilon>0$, and the neck joins regions of empty states. The root again belongs to the disconnected side, which here lies above $E_c$. "Below the saddle" is thus correct for one negative mass, and "disconnected" is correct for both cases.

## A lattice with both kinds of saddle

The simple cubic band $E=-(\cos k_x+\cos k_y+\cos k_z)$, with energy in hopping units and lattice constant 1, has saddles at $E=-1$ and $E=+1$. At $(0,0,\pi)$, with $k_z=\pi+q$,

$$E\simeq-1+\tfrac12k_x^2+\tfrac12k_y^2-\tfrac12q^2,$$

so all mass magnitudes are 1. There are three equivalent points. For one spin the predicted coefficient is $3\sqrt2/2\pi^2=0.21493$.

To extract it from the full density of states, form $g(E_c+d)+g(E_c-d)-2g(E_c)$. The linear part of $R$ cancels, and $-A\sqrt d$ remains to leading order. Numerical integration over the zone, extrapolated from $d=0.01$ and $0.0025$, gives 0.21494 at both saddles. In the same calculation, reducing $d$ by a factor of 4 reduces the change $g-g(E_c)$ by a factor near 2 on the disconnected side and near 4 on the connected side. The first is a square root, the second a linear law.

A band with unequal hoppings 1, 0.8 and 0.5 tests the product of masses. At its lowest saddle the masses are the inverse hoppings, and for one spin $A=\sqrt{2/0.4}/2\pi^2=0.11328$. The value extracted from a slightly broadened density of states is 0.11378, higher by 0.4 %.

## A conductor with four necks

Now use eV and nm, give masses in units of $m_e$, and write $h=\hbar^2/2m_e=0.0381$ eV nm². The lattice is face-centred cubic with $a=0.36$ nm. Its eight hexagonal zone faces form four opposite pairs, each related by a reciprocal vector of length $G=2\pi\sqrt3/a=30.23$ nm⁻¹, so there are four necks.

Along a neck axis, mix two plane waves with wavevectors $\kappa+G/2$ and $\kappa-G/2$, where $\kappa$ is measured from the face. Let the coupling be $V=2.5$ eV, half the gap at the face. With $T=h(G/2)^2=8.70$ eV and $y=h\kappa^2$, the two free energies are $T+y\pm hG\kappa$. Since $(hG\kappa)^2=hG^2\,y=4Ty$, the lower band is

$$E_z=T+y-\sqrt{V^2+4Ty}.$$

At the face $E_c=T-V=6.20$ eV. For small $y$ the root is $V+2Ty/V$, so

$$E_z-E_c\simeq-\left(\frac{2T}{V}-1\right)h\kappa^2,\qquad m_z=\frac{V}{2T-V}=\frac{2.5}{14.91}=0.168 .$$

The transverse motion is taken as parabolic with its own mass, $m_\perp=0.30$, and simply added to $E_z$. The Fermi level is set 0.90 eV above the saddle. The neck radius is then

$$\sqrt{\frac{m_\perp\times0.90}{h}}=\sqrt{\frac{0.27}{0.0381}}=2.66\ \text{nm}^{-1},$$

or 0.195 of the free-electron Fermi wavevector for one electron per atom, 13.64 nm⁻¹.

To convert $A$, restore $m_e^{3/2}/\hbar^3=(2h)^{-3/2}$. The factor $\sqrt2/2^{3/2}=1/2$ gives

$$A=\frac{m_\perp\sqrt{m_z}}{2\pi^2h^{3/2}}=0.837\ \text{eV}^{-3/2}\,\text{nm}^{-3}$$

per neck, which is 0.0176 in atomic units. An atom occupies $a^3/4$, and there are four necks, so the total per atom is $Aa^3=0.0390$ eV$^{-3/2}$.

At a depth of 0.10 eV the loss is $0.0390\times\sqrt{0.10}=0.0123$ states per eV and atom. The free-electron density of states, $3/(2E_F)$ with $E_F=7.09$ eV, is 0.212 in the same unit. The ratio is the 5.8 % of the opening.

The two-wave band also gives the loss without expansion in $\kappa$. Set $E_z-E_c=-|\varepsilon|$, so that $|\varepsilon|+V+y=\sqrt{V^2+4Ty}$. Squaring and collecting powers of $y$,

$$y^2-2By+C=0,\quad B=2T-V-|\varepsilon|,\quad C=|\varepsilon|(|\varepsilon|+2V).$$

The root that vanishes with $|\varepsilon|$ is $y=B-\sqrt{B^2-C}$, and the missing half-interval is $\kappa_0=\sqrt{y/h}$. At 0.10 eV it is 0.6725 nm⁻¹. The loss, proportional to $\kappa_0$, exceeds the root law by 1.4 %. The excess is 0.14 % at 0.01 eV and 5.5 % at 0.40 eV, roughly proportional to depth, as the factor $1+O(\varepsilon)$ requires.

## Heat, lifetime and thickness

**Lifetime.** Let each level have a Lorentzian width with energy-independent half-width $\Gamma$. The averaged root follows from

$$\frac{\Gamma}{\pi}\int_{-\infty}^{\infty}\frac{\sqrt{x+i0}\;dx}{(x-\varepsilon)^2+\Gamma^2}=\sqrt{\varepsilon+i\Gamma}.$$

To obtain it, close the contour in the upper half-plane, where the root is analytic. The arc of radius $\rho$ contributes a term of order $\rho^{-1/2}$, which vanishes, and the pole at $\varepsilon+i\Gamma$ gives $(\Gamma/\pi)(2\pi i/2i\Gamma)\sqrt{\varepsilon+i\Gamma}$. The imaginary part of $\sqrt{x+i0}$ is $\sqrt{|x|}$ for $x<0$ and zero for $x>0$. Broadening thus replaces $\theta(-\varepsilon)\sqrt{|\varepsilon|}$ by $\mathrm{Im}\sqrt{\varepsilon+i\Gamma}$.

For a lifetime of 25 fs, $\Gamma=\hbar/2\tau=0.0132$ eV. At the saddle the loss becomes $0.0390\sqrt{\Gamma/2}=0.0032$ per eV and atom instead of zero. Far on the connected side it is $0.0390\,\Gamma/(2\sqrt\varepsilon)$. At the Fermi level this formula gives $2.7\times10^{-4}$ per eV and atom, about 0.1 % of the free-electron value. It is only an order of magnitude: the integrand falls as slowly as $|x|^{-3/2}$, so most of the average comes from depths beyond 1 eV, where the root law is no longer reliable.

**Heat.** At fixed temperature, the change of electron density with chemical potential, $\partial n/\partial\mu$, is the average of $g$ with weight $-\partial f/\partial E$, where $f$ is the Fermi function. (The heat capacity has a different weight, with an extra factor $(E-\mu)^2$, apart from a small term from the shift of $\mu$ at fixed electron number.) With the chemical potential at the saddle and $y=|\varepsilon|/k_BT$, the mean of the root is $\sqrt{k_BT}$ times

$$\int_0^\infty\!\frac{\sqrt y\,e^y\,dy}{(e^y+1)^2}=\frac12\int_0^\infty\!\frac{y^{-1/2}dy}{e^y+1}=\frac{\sqrt\pi}{2}\sum_{n\ge1}\frac{(-1)^{n+1}}{\sqrt n}=0.536 .$$

The first step is integration by parts. The second expands $1/(e^y+1)$ in powers of $e^{-y}$ and uses $\int_0^\infty y^{-1/2}e^{-ny}dy=\sqrt{\pi/n}$. At 400 K, $k_BT=0.0345$ eV and the mean loss is 0.0039 per eV and atom. With the chemical potential 0.90 eV above the saddle, heat alone leaves $3\times10^{-14}$. The Lorentzian tail, which falls as a power, is far larger than the exponential thermal one.

**Thickness.** In a film of thickness $d=20$ nm with a neck axis along its normal, allowed wavevectors are spaced by $\pi/d$. The energy scale near the saddle is $h(\pi/d)^2/m_z=0.0056$ eV. At a depth of 0.10 eV the missing half-interval holds $\kappa_0d/\pi\approx4$ levels. The root is then the outline of a staircase with few steps, and well below 0.0056 eV it has no meaning for that neck.

## The model beside copper

The gap, the Fermi height and the neck radius, near one fifth of the Fermi wavevector, are rough values for copper. The transverse mass was chosen to make the radius and the height agree. The lifetime is a rough room-temperature value; at 400 K it should be shorter, and the Lorentzian tail grows in proportion to $1/\tau$.

One weak assumption is the constant transverse mass, because the upper edge of the d bands of copper lies only about 1 eV below the saddle. Suppose a coupled band, lying the same distance $\Delta$ below at every $k_z$, bends the transverse dispersion so that $k_\perp^2\propto s(1+s/\Delta)$. Then $J\propto1+2s/\Delta$, and the subtracted integral gives

$$\int_{-1}^{1}dx\left[1-\frac{2|\varepsilon|}{\Delta}(1-x^2)\right]=2\left(1-\frac{4|\varepsilon|}{3\Delta}\right).$$

For $\Delta=1.5$ eV the loss at 0.10 eV falls by 8.9 %, and for $\Delta=1.0$ eV by 13 %. Both exceed the 1.4 % by which the two-wave correction raises it. These are estimates of size only: for a flat band the distance changes along the neck axis, and the numbers change with it. These percentages also hold the mass at the saddle at 0.30, although that value was fitted to the neck radius 0.90 eV higher. With the bend, the same radius needs a mass at the saddle of $0.30/(1+0.90/\Delta)$, which is 0.19 for $\Delta=1.5$ eV and 0.16 for $\Delta=1.0$ eV. Since $A\propto m_\perp$, it falls by about 38 % and 47 %, and the loss at 0.10 eV drops from 5.8 % to about 3 %. The square-root form and its side are unchanged, but the coefficient is not, and 5.8 % should not be read as a value for copper.

At its working Fermi level this model metal is well on the connected side. Bringing the level down to the saddle in a rigid band would mean removing a few tenths of an electron per atom; the free-electron density of states gives $0.90\times0.21\approx0.2$. Alloying on that scale would also change the band and add scattering, so both the position and the sharpness of the anomaly would have to be calculated anew. The values used here are collected in the numerical output below.

## Table of computed values

```
Occupied pieces near saddle, eps<0 / eps>0: 2 / 1
Cubic band, predicted root coefficient: 0.21493 (hopping units)
Cubic band, found at lower saddle: 0.21494 (hopping units)
Cubic band, found at upper saddle: 0.21494 (hopping units)
Three masses, predicted coefficient: 0.11328 (hopping units)
Three masses, found coefficient: 0.11378 (hopping units)
Lattice constant: 0.36 nm
Half gap V at zone face: 2.50 eV
Transverse mass: 0.30 m_e
Fermi level above saddle: 0.90 eV
Number of necks: 4
hbar^2/(2 m_e): 0.038100 eV nm^2
Reciprocal vector G: 30.230 1/nm
Free energy at face centre T: 8.704 eV
Saddle energy T-V: 6.204 eV
Mass along neck axis (magnitude): 0.1677 m_e
Neck radius at Fermi level: 2.662 1/nm
Free-electron Fermi wavevector: 13.641 1/nm
Neck radius / Fermi wavevector: 0.195
A per neck: 0.8369 eV^-3/2 nm^-3
A per neck: 0.01760 atomic units
A, all necks: 0.03904 eV^-3/2 per atom
Free-electron Fermi energy: 7.090 eV
Free-electron DOS: 0.2116 1/eV per atom
Depth 0.01 eV: root-law loss 0.00390 1/eV per atom
  two-wave loss 0.00391 1/eV per atom
  root-law loss / free DOS 1.85 %
  two-wave excess over root law 0.14 %
Depth 0.10 eV: root-law loss 0.01235 1/eV per atom
  two-wave loss 0.01252 1/eV per atom
  root-law loss / free DOS 5.84 %
  two-wave excess over root law 1.36 %
Depth 0.40 eV: root-law loss 0.02469 1/eV per atom
  two-wave loss 0.02605 1/eV per atom
  root-law loss / free DOS 11.67 %
  two-wave excess over root law 5.48 %
Half missing interval at 0.1 eV: 0.6725 1/nm
Temperature: 400 K, kT = 0.03447 eV
Thermal factor: 0.5361
Thermal mean loss, mu at saddle: 0.00389 1/eV per atom
Thermal tail at Fermi level: 2.94e-14 1/eV per atom
Lifetime: 25 fs, half-width 0.01316 eV
Lifetime loss at saddle: 0.00317 1/eV per atom
Lifetime tail at Fermi level: 2.71e-04 1/eV per atom
Film thickness: 20 nm, level scale 0.00561 eV
Distance to coupled band: 1.5 eV
Bent transverse band, change of loss at 0.1 eV: -8.89 %
  same change from state count: -8.89 %
```
